\section*{Comment on removing the blocking capacitor to stop ion bombardment}

\section{The argument under review}

The manuscript considers a small metal electrode, driven at radio frequency, facing a large grounded metal wall in a low-pressure argon plasma. Its argument has three steps. A series blocking capacitor lets the electrode acquire a large negative mean potential, the self-bias. This bias accelerates ions into the electrode. Replacing the capacitor by a dc connection to ground removes the bias, so that only the small energy of an isolated floating surface should remain.

The first step is sound for this geometry. The second confuses two voltages. An ion entering the electrode sheath responds to the difference between plasma and electrode potentials, not to the difference between electrode and ground. The third step therefore requires the plasma potential to stay where it was when the capacitor is removed. The manuscript assumes this without calculating it. What does the plasma potential do?

\section{A lower limit on the plasma potential}

Let the electrode potential, measured from the grounded wall, be
\begin{equation}
V_1(t)=V_b+V_{\rm rf}(t),\qquad V_{\rm rf}=V_0\sin\omega t .
\end{equation}
The blocked electrode has $V_b<0$; the dc-grounded electrode has $V_b=0$. I keep $V_0$ fixed in the comparison. With a uniform bulk potential $V_p(t)$, the voltages across the electrode and wall sheaths are
\begin{equation}
V_{s1}=V_p-V_1,\qquad V_{s2}=V_p .
\end{equation}

Electrons are much faster than ions. A sheath must repel most of them, or the plasma would lose negative charge too quickly. Suppose that both sheaths repel electrons at every instant, a condition examined below. Then $V_p\ge V_1$ and $V_p\ge0$, so $V_p\ge\max(0,V_1)$. For $V_b=0$ the cycle average gives
\begin{equation}
\langle V_p\rangle\ge\frac{1}{2\pi}\int_0^\pi V_0\sin\theta\,d\theta
=\frac{V_0}{\pi}. \label{floor}
\end{equation}
The integral stops at $\pi$ because the larger of $0$ and $V_1$ is zero in the negative half-cycle. No frequency or sheath capacitance enters.

With $V_b=0$ the average of $V_1$ vanishes, so $\langle V_{s1}\rangle=\langle V_{s2}\rangle=\langle V_p\rangle$. Both surfaces face the same mean accelerating voltage, which is at least $V_0/\pi$.

The mean voltage fixes the mean ion energy in two limits. If ions cross the sheath in much less than a cycle, each gains $e$ times the voltage at its entry time, and a steady flux averages this to $e\langle V_s\rangle$. If they need many cycles, they respond mainly to the time-averaged field and gain about the same energy. In both cases the entry energy must be added. For ions entering at the Bohm speed $u_B=\sqrt{eT_e/M}$, with $T_e$ in volts, it is $Mu_B^2/2=eT_e/2$.

\section{Charge balance with and without the capacitor}

To find the actual potential and the dc current, let the electrode and wall have areas $A_1,A_2$ and sheath capacitances $C_1,C_2$, constant during a cycle. Both receive the steady ion current density $j_i=en_su_B$, where $n_s$ is the sheath-edge density. Maxwellian electrons reach an unbiased surface with current density $en_s\sqrt{eT_e/(2\pi m)}$, and a repelling voltage $V_s$ reduces this by $e^{-V_s/T_e}$. Equating electron and ion currents defines the floating sheath voltage,
\begin{equation}
V_f=T_e\ln\sqrt{\frac{M}{2\pi m}} .
\end{equation}
The magnitudes of the electron currents can then be written
\begin{equation}
I_{e1}=j_iA_1e^{(V_f-V_p+V_1)/T_e},\qquad
I_{e2}=j_iA_2e^{(V_f-V_p)/T_e}.
\end{equation}

The positive charge on the plasma side of the sheath capacitances is $C_1(V_p-V_1)+C_2V_p$. Electron loss increases it and ion loss decreases it. Since $V_b$ is constant,
\begin{equation}
(C_1+C_2)\dot V_p=C_1\dot V_{\rm rf}+I_{e1}+I_{e2}-j_i(A_1+A_2).
\label{balance}
\end{equation}
Define $a=C_1/(C_1+C_2)$ and a positive variable $Y$ by
\begin{equation}
V_p=V_f+aV_{\rm rf}+T_e\ln Y .
\end{equation}
The left side of (\ref{balance}) becomes $C_1\dot V_{\rm rf}+(C_1+C_2)T_e\dot Y/Y$, so the terms $C_1\dot V_{\rm rf}$ cancel. The electron currents become
\begin{align}
I_{e1}&=\frac{j_iA_1}{Y}e^{[V_b+(1-a)V_{\rm rf}]/T_e},&
I_{e2}&=\frac{j_iA_2}{Y}e^{-aV_{\rm rf}/T_e}.
\end{align}
Multiplying the remaining equation by $Y/[(C_1+C_2)T_e]$ gives a linear equation,
\begin{align}
\dot Y&=k(G-Y),\qquad k=\frac{j_i(A_1+A_2)}{(C_1+C_2)T_e},\label{linear}\\
G&=\frac{A_1e^{[V_b+(1-a)V_{\rm rf}]/T_e}+A_2e^{-aV_{\rm rf}/T_e}}{A_1+A_2}.
\end{align}
Its periodic solution is
\begin{equation}
Y(t)=k\int_0^\infty e^{-k\tau}G(t-\tau)\,d\tau .
\end{equation}

Every weight in this integral is positive, and $G$ increases with $V_b$. At fixed $j_i$, $T_e$, $C_1$ and $C_2$, changing a negative $V_b$ to zero therefore raises $V_p$ at every instant. The rise may be negligible during part of the cycle, when the electrode electron term is tiny.

The dc current follows from the same result. Let $I_{\rm dc}$ be the mean conventional current leaving the plasma at the wall:
\begin{equation}
I_{\rm dc}=j_iA_2-\langle I_{e2}\rangle .
\end{equation}
Averaging (\ref{balance}) over a cycle removes the derivatives and gives $\langle I_{e1}\rangle+\langle I_{e2}\rangle=j_i(A_1+A_2)$. Hence also $I_{\rm dc}=\langle I_{e1}\rangle-j_iA_1$: the same current enters the plasma at the powered electrode, carried by an excess of collected electrons.

A blocking capacitor forces $I_{\rm dc}=0$. When it is removed, $Y$ rises and $I_{e2}$ falls, so $I_{\rm dc}$ becomes positive. It remains below $j_iA_2$ because $I_{e2}$ is positive. The external dc connection closes the circuit.

\section{Two frequency limits}

\subsection{Electron conduction dominates}

If $k$ greatly exceeds the rate at which $\ln G$ changes, of order $\omega V_0/T_e$, then $Y=G$. Multiplying $G$ by $e^{aV_{\rm rf}/T_e}$ removes $a$ from the potential:
\begin{equation}
V_p=V_f+T_e\ln\frac{A_1e^{V_1/T_e}+A_2}{A_1+A_2}.
\end{equation}
Take $V_b=0$ and $V_0\gg T_e$. In the positive half-cycle the first term in the numerator dominates, giving $V_p\simeq V_f+V_1-T_e\ln[(A_1+A_2)/A_1]$. In the negative half-cycle the second dominates, giving $V_p\simeq V_f-T_e\ln[(A_1+A_2)/A_2]$. Their average is
\begin{equation}
\langle V_p\rangle\simeq V_f+\frac{V_0}{\pi}
-\frac{T_e}{2}\ln\frac{(A_1+A_2)^2}{A_1A_2}. \label{lowv}
\end{equation}

The instantaneous current to the wall is
\begin{equation}
j_iA_2-I_{e2}=j_iA_2\left[1-\frac{A_1+A_2}{A_1e^{V_1/T_e}+A_2}\right].
\end{equation}
It switches from $-j_iA_1$ to $j_iA_2$ as $V_1$ passes $T_e\ln(A_2/A_1)$. If $V_1$ is above this value for a fraction $f$ of the cycle, then $I_{\rm dc}\simeq j_i[fA_2-(1-f)A_1]$. Without the capacitor, expanding the sine near its zeros gives $f\simeq\frac12-T_e\ln(A_2/A_1)/(\pi V_0)$, so
\begin{equation}
I_{\rm dc}\simeq j_i\left[\frac{A_2-A_1}{2}
-\frac{(A_1+A_2)T_e}{\pi V_0}\ln\frac{A_2}{A_1}\right].
\end{equation}
With the capacitor, zero current requires $f=A_1/(A_1+A_2)$. A sine wave exceeds $V_0\cos\pi f$ for a fraction $f$ of its cycle, hence
\begin{equation}
V_b\simeq T_e\ln\frac{A_2}{A_1}
-V_0\cos\frac{\pi A_1}{A_1+A_2}.
\end{equation}
For equal areas both $V_b$ and $I_{\rm dc}$ vanish, and removing the capacitor changes nothing.

\subsection{Sheath capacitance dominates}

If $k\ll\omega$, $Y$ hardly changes during a cycle and equals $\langle G\rangle$. Let
\begin{equation}
u_1=(1-a)V_0/T_e,\qquad u_2=aV_0/T_e,
\end{equation}
and use $\langle e^{u\sin\omega t}\rangle=I_0(u)$, the modified Bessel function. For the blocked electrode, electron and ion currents balance separately at each surface. The wall gives $Y=I_0(u_2)$ and the electrode gives $Y=e^{V_b/T_e}I_0(u_1)$. Therefore
\begin{equation}
V_b=T_e\ln\frac{I_0(u_2)}{I_0(u_1)},
\end{equation}
which is negative for $C_2>C_1$. Without the capacitor,
\begin{align}
\langle V_p\rangle&=V_f+T_e\ln\frac{A_1I_0(u_1)+A_2I_0(u_2)}{A_1+A_2},
\label{highv}\\
I_{\rm dc}&=j_iA_2\left[1-\frac{I_0(u_2)}{Y}\right]
=\frac{j_iA_1A_2[I_0(u_1)-I_0(u_2)]}{A_1I_0(u_1)+A_2I_0(u_2)} .
\end{align}

The mean electrode sheath voltage was $V_f+T_e\ln I_0(u_1)$ with the capacitor. Subtracting (\ref{highv}) gives the loss caused by removing it at held capacitances:
\begin{equation}
\Delta V_{s1}=T_e\ln\frac{(A_1+A_2)I_0(u_1)}
{A_1I_0(u_1)+A_2I_0(u_2)}
<T_e\ln\left(1+\frac{A_2}{A_1}\right). \label{loss}
\end{equation}
The inequality follows on dropping the positive wall term from the denominator. In this limit, and only while the capacitances are held, the electrode loses at most a few electron temperatures of accelerating voltage for a moderate area ratio. When the sheath widths readjust, the loss can be much larger, as the example below shows. The plasma potential has risen by the magnitude of the lost bias minus this loss, which is nearly the whole bias when the bias is many electron temperatures.

\section{Numbers for an argon reactor}

Take $V_0=200$ V at 13.56 MHz, $T_e=3.0$ V, $A_1=200$ cm$^2$, $A_2=600$ cm$^2$ and $n_s=3.0\times10^9$ cm$^{-3}$. For argon, $V_f=14.0$ V and $j_i=0.129$ mA/cm$^2$. The limit (\ref{floor}) is $200/\pi=63.7$ V, already well above the floating voltage expected by the manuscript.

Sheath widths are estimated from the Child law at the mean sheath voltage,
\begin{equation}
s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2\langle V_s\rangle}{T_e}\right)^{3/4},
\quad \lambda_D=\sqrt{\frac{\varepsilon_0T_e}{en_s}},
\quad C=\frac{\varepsilon_0A}{s}.
\end{equation}
In the blocked state this gives $C_1=41.7$ pF and $C_2=670$ pF. Solving (\ref{linear}) gives the following means, first with these capacitances held, then with the widths readjusted after removal:
\begin{center}
\begin{tabular}{lcccc}
State & $V_b$ (V) & $\langle V_p\rangle$ (V) & $\langle V_{s1}\rangle$ (V) & $I_{\rm dc}$ (mA)\\
Blocked & $-172.9$ & 20.7 & 193.6 & 0\\
Unblocked, held & 0 & 187.9 & 187.9 & 77.6\\
Unblocked, readjusted & 0 & 142.6 & 142.6 & 77.6
\end{tabular}
\end{center}

At held capacitances the electrode sheath loses about 6 V. The high-frequency limit gives a loss of 4.2 V, equal to its bound $3\ln4$ V at this precision. The bound does not apply at 13.56 MHz, because here $k/\omega$ is not small: the total ion current is $0.129\times800=103$ mA, so $k=0.103/(712\times10^{-12}\times3)\simeq4.8\times10^7$ s$^{-1}$, against $\omega=8.5\times10^7$ s$^{-1}$.

Readjustment matters more. The higher plasma potential thickens the wall sheath from 0.79 to 3.37 mm. Once both sheaths have the same mean voltage and width, $C_1/C_2=A_1/A_2$ and $a=1/4$, so the capacitively divided amplitude across the electrode sheath is $(1-a)V_0=150$ V. The mean electrode sheath voltage falls to $142.6/193.6=0.74$ of its blocked value, while the mean plasma potential rises by a factor 6.9.

The current equals the wall's ion saturation current, 77.6 mA, to the digits shown. Electrons hardly reach the wall; nearly all leave through the small electrode.

The low-frequency formula gives a different balance. From (\ref{lowv}), $\langle V_p\rangle=14.0+63.7-1.5\ln(800^2/120000)=75.2$ V, and $I_{\rm dc}$ is 25.3 mA. The blocked values are $V_b=-138.0$ V and $\langle V_p\rangle=22.9$ V, a mean electrode sheath voltage of 160.9 V. Removing the capacitor then cuts that voltage by about half. The manuscript would be right to claim a reduction, but not an elimination.

Ion energies at 13.56 MHz were found by following collisionless ions from 100 equally spaced entry phases through a potential varying as $(x/s)^{4/3}$ and scaled by the instantaneous sheath voltage. At the electrode the mean is 191 eV with the capacitor (range 174--217 eV) and 149 eV without it (127--163 eV). At the wall without the capacitor it is 145 eV (138--151 eV). These means lie within about 3\% of $e(\langle V_s\rangle+T_e/2)$. The sign and size of the offset depend on the assumed sheath width: changing it by 5--10\% moves the electrode means between about $-2\%$ and $+3\%$ of that value. The means are thus uncertain by several eV, and the 4 eV difference between electrode and wall is not significant. The wall, previously behind a mean sheath voltage of 20.7 V, now receives ions almost as energetic as those at the electrode.

The role of the capacitor can also be followed in time. With the blocked-state sheath capacitances held, an initially uncharged 1.0 nF capacitor was inserted and the nonlinear balance integrated. The electrode settled at $-166.0$ V and the dc current fell to zero within 0.01 mA. The bias is smaller than in the table because this capacitor takes part of the rf voltage; allowing for that division predicts $-166.2$ V.

\section{Conditions and comparison with a real reactor}

The limit (\ref{floor}) needs repelling sheaths. In the capacitive limit, with the wall term in $Y$ negligible, the peak electron current density at the electrode is
\begin{equation}
j_i\,\frac{A_1+A_2}{A_1}\,\frac{e^{u_1}}{I_0(u_1)}
\simeq j_i\,\frac{A_1+A_2}{A_1}\sqrt{2\pi u_1},\qquad u_1\gg1 .
\end{equation}
It must stay below electron saturation, $j_ie^{V_f/T_e}\simeq108\,j_i$. For the readjusted example, $u_1=50$ and the estimate is $4\times17.7\simeq71$ times $j_i$. Here $k/\omega$ is about 2, outside the capacitive limit, so this estimate is only a guide. The full solution has a smallest sheath voltage of 2.1 V, so the condition holds, with little room. A smaller electrode facing the same wall could violate it, and the electron current would then need a saturated, nonexponential law.

The parameters are rough values for an argon etch reactor at a few mTorr; the density is on the low side, and the area ratio of three is modest. Real sheath capacitances vary within the cycle. Letting them vary as $(V_s+T_e)^{-1/2}$ about the readjusted values lowers the unblocked $\langle V_p\rangle$ from 142.6 to 128.6 V. Real density may also change when the capacitor is removed: halving or doubling it gives 145.8 or 138.1 V. At 5 mTorr and 300 K, a rough charge-exchange cross section of $6\times10^{-15}$ cm$^2$ gives a mean free path of 10.4 mm, so about 28\% of ions exchange charge in the 3.37 mm sheath. The cross section falls with energy; a value near $4\times10^{-15}$ cm$^2$, more typical of ions at tens of eV and above, gives about 20\%. This adds low-energy ions and fast neutral atoms to the spectra above. A secondary-electron yield of 0.1 shifts $V_f$ by about 0.3 V, and the sinusoidal capacitive current of the blocked state gives an rf amplitude of about 1 V across a 5 cm bulk plasma. This understates the drop, because it leaves out the short pulses of electron current. With the bulk inductance and resistance placed in series with the sheaths, the peak drop is about 6 V in the blocked state and 10 V in the readjusted unblocked state, a few times $T_e$; the unblocked mean sheath voltage then rises by about 5 V and the smallest sheath voltage falls to 1.9 V. The uniform bulk potential is therefore good for the mean voltages, not for the waveform near the pulses. None of these estimates restores the manuscript's conclusion.

The calculation also assumes a bare metal electrode, which processing may not preserve. An insulating film covering it is itself a blocking capacitor. For 1000 nm of oxide with relative permittivity 3.9, the capacitance is 3.45 nF/cm$^2$ and the initial dc current density is $77.6/200=0.388$ mA/cm$^2$. Charging the film to the blocked bias takes about
\begin{equation}
t\simeq\frac{(3.45\times10^{-9})(172.9)}{3.88\times10^{-4}}\ {\rm s}
\simeq1.5\ {\rm ms}
\end{equation}
if the initial current persists, and longer as it declines. The film then carries 1.7 MV/cm. Grounding the metal beneath such a film does not hold its plasma-facing surface at zero mean potential.

I ask that the claim of eliminated bombardment be withdrawn, and that any experiment report the dc current and the ion energy at the wall as well as at the electrode. A vanishing electrode bias alone cannot decide the question. Apart from the sensitivity figures for sheath width, cross section and bulk inductance, the computed values quoted here are listed in the numerical output or follow from it by simple arithmetic.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rf amplitude V0: 200.0 V
frequency: 13.56 MHz
electron temperature: 3.0 eV
electrode area: 200 cm2
wall area: 600 cm2
sheath-edge density: 3.0e+09 cm^-3
ion current density: 0.129 mA/cm2
floating sheath voltage Vf: 14.04 V
floor V0/pi: 63.66 V
BLOCKED self-bias: -172.9 V
BLOCKED mean plasma potential: 20.7 V
BLOCKED mean electrode sheath voltage: 193.6 V
BLOCKED sheath widths electrode, wall: 4.24, 0.79 mm
BLOCKED capacitances c1, c2: 41.7, 670.1 pF
BLOCKED capacitance fraction a: 0.0586 (no unit)
UNBLOCKED, held capacitances, mean plasma potential: 187.9 V
UNBLOCKED, held capacitances, dc current: 77.6 mA
UNBLOCKED, readjusted, mean plasma potential: 142.6 V
UNBLOCKED, readjusted, dc current: 77.6 mA
UNBLOCKED, readjusted, sheath width: 3.37 mm
UNBLOCKED, readjusted, c1, c2: 52.5, 157.5 pF
UNBLOCKED, readjusted, smallest sheath voltage: 2.11 V
wall ion saturation current: 77.6 mA
electrode sheath voltage, unblocked/blocked: 0.737 ratio
plasma potential, unblocked/blocked: 6.90 ratio
ion energy electrode blocked, mean/min/max: 191.3 / 174.2 / 216.6 eV
ion energy electrode unblocked, mean/min/max: 148.7 / 126.6 / 162.7 eV
ion energy wall unblocked, mean/min/max: 144.8 / 137.6 / 151.0 eV
low-frequency limit, mean Vp blocked, unblocked: 22.9, 75.2 V
low-frequency limit, bias and dc current: -138.0 V, 25.3 mA
high-frequency limit (held c), mean Vp blocked, unblocked: 21.1, 189.2 V
high-frequency limit (held c), bias and dc current: -172.3 V, 77.6 mA
high-frequency electrode voltage loss, bound: 4.16, 4.16 V
charging test, blocking capacitor: 1.0 nF
charging test, final bias, expected bias: -166.0, -166.2 V
charging test, final dc current: -0.00 mA
voltage-dependent capacitance, mean Vp blocked, unblocked: 21.2, 128.6 V
voltage-dependent capacitance, bias, unblocked dc current: -165.7 V, 77.6 mA
unblocked mean Vp at half, double density: 145.8, 138.1 V
gas pressure, temperature: 5.0 mTorr, 300 K
rough charge-exchange cross section: 6.0e-15 cm2
charge-exchange mean free path: 10.4 mm
ions crossing unblocked sheath without exchange: 0.72 fraction
rough secondary electron yield: 0.10 per ion
secondary-electron shift of Vf, size: 0.29 V
bulk length, rough electron collision rate constant: 5.0 cm, 1.0e-07 cm3/s
bulk rf voltage amplitude: 1.11 V
oxide film thickness, relative permittivity: 1000 nm, 3.9
oxide charging time at initial dc current: 1.54 ms
oxide field at full bias: 1.73 MV/cm
\end{verbatim}
